# Ballistic Resistance and Mean Free Path from Two Channel Lengths: test program

```python
# Result under test: low-bias resistance times width of a quasi-ballistic channel,
#   R(L) = R_B * (1 + L / mfp),
# so that 100 ohm um at 20 nm and 180 ohm um at 60 nm give R_B = 60 ohm um, mfp = 30 nm.
# R_B: ballistic resistance times width; mfp: backscattering mean free path;
# L: channel length; eta: Fermi level above the subband edge divided by kT.
# The material reading uses a two-valley parabolic 2D band, roughly silicon (001).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

L1, L2 = 20.0, 60.0          # nm
R1, R2 = 100.0, 180.0        # ohm um


def infer(r_short, r_long, l_short=L1, l_long=L2):
    slope = (r_long - r_short) / (l_long - l_short)
    intercept = r_short - slope * l_short
    return intercept, intercept / slope, slope


RB, mfp, slope = infer(R1, R2)


# Flux chain: each short cell turns back a fraction step/mfp of either flux.
def chain_transmission(length, path, step=0.1):
    cells = int(round(length / step))
    back = step / path
    size = cells + 1
    matrix = np.eye(2 * size)
    rhs = np.zeros(2 * size)
    rhs[0] = 1.0             # unit flux enters at the left, none at the right
    for i in range(cells):
        matrix[i + 1, i] -= 1 - back
        matrix[i + 1, size + i + 1] -= back
        matrix[size + i, size + i + 1] -= 1 - back
        matrix[size + i, i] -= back
    return np.linalg.solve(matrix, rhs)[cells]


chain_mfp = brentq(lambda p: chain_transmission(L1, p) / chain_transmission(L2, p)
                   - R2 / R1, 10, 90, xtol=1e-6)
chain_T1 = chain_transmission(L1, chain_mfp)
chain_T2 = chain_transmission(L2, chain_mfp)
chain_RB = R1 * chain_T1
# The finite cell shifts the path by about one cell, 0.1 nm.
assert abs(chain_mfp - mfp) < 0.15
assert abs(chain_RB - RB) < 0.01
assert abs(chain_T2 - mfp / (mfp + L2)) < 1e-4

# Thermal mode count, density and mobility (SI inside the program)
valleys, mass_ratio, temperature = 2, 0.2, 300.0
mass = mass_ratio * const.m_e
kT = const.k * temperature
hbar, charge = const.hbar, const.e
unit_resistance = np.pi * hbar / charge**2


def thermal(function, eta):
    # integral of function(energy/kT) * (-df/d(energy/kT)), with energy/kT = u^2
    top = np.sqrt(max(eta, 0) + 40)
    return quad(lambda u: 2 * u * function(u * u)
                / (4 * np.cosh((u * u - eta) / 2)**2), 0, top,
                epsabs=1e-12, epsrel=1e-10, limit=200)[0]


def mean_root(eta):
    return thermal(np.sqrt, eta)


k_thermal = np.sqrt(2 * mass * kT) / hbar
modes_needed = unit_resistance / (RB * 1e-6)             # per metre
eta = brentq(lambda x: valleys * k_thermal / np.pi * mean_root(x)
             - modes_needed, -8, 20)
filling = np.log1p(np.exp(eta))
density = valleys * mass * kT / (np.pi * hbar**2) * filling
k_cold = np.pi * modes_needed / valleys
density_cold = valleys * k_cold**2 / (2 * np.pi)

# Explicit sum over hard-wall transverse modes of a wide channel
width = 20e-6
mode_number = np.arange(1, 20001)
mode_energy = (hbar * np.pi * mode_number / width)**2 / (2 * mass * kT)
occupation = 1 / (1 + np.exp(np.minimum(mode_energy - eta, 600)))
RB_sum = unit_resistance * width / (valleys * occupation.sum()) * 1e6
assert abs(RB_sum / RB - 1) < 1e-3   # edge correction of order 1/(mode count)

sheet_resistance = slope * 1e3       # ohm per square, from ohm um per nm
mobility = 1 / (sheet_resistance * charge * density)
# Constant scattering time whose mode-averaged (pi/2) v tau equals mfp
v_thermal = np.sqrt(2 * kT / mass)
tau = mfp * 1e-9 * mean_root(eta) / (np.pi / 2 * v_thermal
                                   * thermal(lambda x: x, eta))
assert abs(charge * tau / mass / mobility - 1) < 1e-6


# Angle-resolved 2D transport, isotropic scattering; thickness in flight lengths
def slab(thickness, cells=200, angles=64):
    node, weight = np.polynomial.legendre.leggauss(angles)
    weight = weight / 2
    cosine = np.cos((node + 1) * np.pi / 4)
    depth = thickness / cells / cosine
    lost = -np.expm1(-depth)
    index = np.arange(cells)
    decay = np.exp(-np.outer(index, depth))
    by_gap = np.empty(cells)
    by_gap[0] = np.sum(weight * (1 - lost / depth))
    by_gap[1:] = 0.5 * decay[:-1] @ (weight * lost**2 / depth)
    kernel = by_gap[np.abs(index[:, None] - index[None, :])]
    source = 0.5 * decay @ (weight * lost / depth)
    mean_flux = np.linalg.solve(np.eye(cells) - kernel, source)
    current_weight = weight * cosine / np.sum(weight * cosine)
    forward = np.sum(current_weight * (np.exp(-cells * depth)
                                       + lost * (mean_flux[::-1] @ decay)))
    backward = np.sum(current_weight * lost * (mean_flux @ decay))
    assert abs(forward + backward - 1) < 1e-8
    return forward


long_slope = (1 / slab(30, 400) - 1 / slab(20, 400)) / 10
path_factor = 1 / long_slope
assert abs(path_factor / (np.pi / 2) - 1) < 5e-3
flight = mfp * 2 / np.pi


def angular_inference(cells):
    r_short = RB / slab(L1 / flight, cells)
    r_long = RB / slab(L2 / flight, cells)
    return infer(r_short, r_long)


angle_RB, angle_mfp, _ = angular_inference(200)
coarse_RB, coarse_mfp, _ = angular_inference(100)
assert abs(angle_RB - coarse_RB) < 0.05 and abs(angle_mfp - coarse_mfp) < 0.05

# Energy-dependent path proportional to velocity, with mode average equal to mfp
path_scale = mfp * mean_root(eta) / thermal(lambda x: x, eta)


def energy_resistance(length):
    passed = thermal(lambda x: path_scale * x / (path_scale * np.sqrt(x) + length), eta)
    return RB * mean_root(eta) / passed


energy_R1, energy_R2 = energy_resistance(L1), energy_resistance(L2)
energy_RB, energy_mfp, energy_slope = infer(energy_R1, energy_R2)
assert energy_RB > RB
assert energy_resistance(40.0) > (energy_R1 + energy_R2) / 2      # concave
far_slope = (energy_resistance(2e5) - energy_resistance(1e5)) / 1e5
assert abs(far_slope / slope - 1) < 1e-3

# Random errors of the two resistances
relative_error = 0.02
s1, s2 = relative_error * R1, relative_error * R2
error_RB = np.hypot(L2 * s1, L1 * s2) / (L2 - L1)
error_mfp = (L2 - L1) * np.hypot(R2 * s1, R1 * s2) / (R2 - R1)**2
rng = np.random.default_rng(4)
sample_RB, sample_mfp, _ = infer(R1 + s1 * rng.standard_normal(200000),
                                 R2 + s2 * rng.standard_normal(200000))
assert abs(sample_RB.std() / error_RB - 1) < 0.02
assert abs(sample_mfp.std() / error_mfp - 1) < 0.04   # includes curvature

# Systematic errors
series, offset = 10.0, 2.0
series_RB, series_mfp, _ = infer(R1 + series, R2 + series)
offset_RB, offset_mfp, _ = infer(R1, R2, L1 + offset, L2 + offset)
assert abs(series_RB - RB - series) < 1e-9
assert abs(series_mfp - mfp - series / slope) < 1e-9
assert abs(offset_RB - RB + slope * offset) < 1e-9
assert abs(offset_mfp - mfp + offset) < 1e-9


# Finite drain bias in the ballistic limit, total density at the barrier held fixed
def bias_ratio(voltage):
    drop = charge * voltage / kT
    source_eta = brentq(lambda x: 0.5 * (np.log1p(np.exp(x))
                        + np.log1p(np.exp(x - drop))) - filling, -10, 30)
    current = quad(lambda u: 2 * u * u * (1 / (1 + np.exp(u * u - source_eta))
                   - 1 / (1 + np.exp(u * u - source_eta + drop))), 0, 7,
                   epsabs=1e-12, epsrel=1e-10)[0]
    return drop * mean_root(eta) / current


bias10, bias20, bias50 = [bias_ratio(v) for v in (0.01, 0.02, 0.05)]
assert abs((bias20 - 1) / (bias10 - 1) / 4 - 1) < 0.05

# Warmer device at fixed density
warm = 400.0
eta_warm = brentq(lambda x: np.log1p(np.exp(x)) - filling * temperature / warm, -10, 20)
RB_warm = RB * mean_root(eta) / mean_root(eta_warm) * np.sqrt(temperature / warm)

# Higher ladder: two valleys of transverse mass 0.2 and two of 0.9
ladder_gap, heavy = 0.1, 0.9
mode_ratio = (2 * np.sqrt(mass_ratio) + 2 * np.sqrt(heavy)) / (2 * np.sqrt(mass_ratio))
extra = mode_ratio * mean_root(eta - ladder_gap * charge / kT) / mean_root(eta)
ladder_share = extra / (1 + extra)

ohm_per_gaussian = (const.c * 100)**2 * 1e-9       # ohm in one s/cm
assert abs(RB - 60) < 1e-9 and abs(mfp - 30) < 1e-9

print(f"Input lengths: {L1:.0f}, {L2:.0f} nm")
print(f"Input resistances: {R1:.0f}, {R2:.0f} ohm um")
print(f"Slope: {slope:.3f} ohm um/nm")
print(f"Ballistic resistance R_B: {RB:.3f} ohm um")
print(f"Mean free path: {mfp:.3f} nm")
print(f"R_B in Gaussian units: {RB * 1e-4 / ohm_per_gaussian:.3e} s")
print(f"Mean free path in Gaussian units: {mfp * 1e-7:.2e} cm")
print(f"Transmission, formula: {mfp/(mfp+L1):.4f}, {mfp/(mfp+L2):.4f}")
print(f"Transmission, flux chain: {chain_T1:.4f}, {chain_T2:.4f}")
print(f"Flux chain R_B: {chain_RB:.3f} ohm um")
print(f"Flux chain path (cell 0.1 nm): {chain_mfp:.3f} nm")
print(f"Model: valleys {valleys}, mass {mass_ratio} m, T {temperature:.0f} K")
print(f"pi hbar/e^2: {unit_resistance:.2f} ohm")
print(f"Thermal energy kT: {kT/charge*1e3:.2f} meV")
print(f"Modes per width (with valleys): {modes_needed*1e-6:.1f} per um")
print(f"Fermi level over kT, eta: {eta:.3f}")
print(f"Fermi level above edge: {eta*kT/charge*1e3:.1f} meV")
print(f"Density at 300 K: {density*1e-4:.3e} cm^-2")
print(f"Density if T=0 formula used: {density_cold*1e-4:.3e} cm^-2")
print(f"R_B from explicit mode sum: {RB_sum:.3f} ohm um")
print(f"Sheet resistance: {sheet_resistance:.0f} ohm per square")
print(f"Mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"Scattering time: {tau*1e15:.1f} fs")
print(f"Path/flight length, angle-resolved: {path_factor:.4f}")
print(f"pi/2: {np.pi/2:.4f}")
print(f"Flight length for the example: {flight:.2f} nm")
print(f"Angular model, inferred R_B: {angle_RB:.2f} ohm um")
print(f"Angular model, inferred path: {angle_mfp:.2f} nm")
print(f"Mesh shift 100 to 200 cells, R_B: {angle_RB-coarse_RB:.1e} ohm um")
print(f"Mesh shift 100 to 200 cells, path: {angle_mfp-coarse_mfp:.1e} nm")
print(f"Path ~ velocity, R at 20, 60 nm: {energy_R1:.2f}, {energy_R2:.2f} ohm um")
print(f"Path ~ velocity, inferred R_B: {energy_RB:.2f} ohm um")
print(f"Path ~ velocity, inferred path: {energy_mfp:.2f} nm")
print(f"Assumed error of each resistance: {relative_error*100:.0f} %")
print(f"Resulting error of R_B: {error_RB:.2f} ohm um")
print(f"Resulting error of path: {error_mfp:.2f} nm")
print(f"Sampled errors: {sample_RB.std():.2f} ohm um, {sample_mfp.std():.2f} nm")
print(f"Leftover series resistance: {series:.0f} ohm um")
print(f"  inferred: {series_RB:.1f} ohm um, {series_mfp:.1f} nm")
print(f"Both lengths longer by: {offset:.0f} nm")
print(f"  inferred: {offset_RB:.1f} ohm um, {offset_mfp:.1f} nm")
print(f"Ballistic R change at 10 mV bias: {(bias10-1)*100:.2f} %")
print(f"Ballistic R change at 50 mV bias: {(bias50-1)*100:.2f} %")
print(f"R_B at {warm:.0f} K, same density: {RB_warm:.2f} ohm um")
print(f"Higher ladder: gap {ladder_gap*1e3:.0f} meV, heavy mass {heavy} m")
print(f"  its share of ballistic conductance: {ladder_share*100:.1f} %")
print("tests ok")
```

Printed output:

```
Input lengths: 20, 60 nm
Input resistances: 100, 180 ohm um
Slope: 2.000 ohm um/nm
Ballistic resistance R_B: 60.000 ohm um
Mean free path: 30.000 nm
R_B in Gaussian units: 6.676e-15 s
Mean free path in Gaussian units: 3.00e-06 cm
Transmission, formula: 0.6000, 0.3333
Transmission, flux chain: 0.6000, 0.3333
Flux chain R_B: 60.000 ohm um
Flux chain path (cell 0.1 nm): 30.100 nm
Model: valleys 2, mass 0.2 m, T 300 K
pi hbar/e^2: 12906.40 ohm
Thermal energy kT: 25.85 meV
Modes per width (with valleys): 215.1 per um
Fermi level over kT, eta: 1.018
Fermi level above edge: 26.3 meV
Density at 300 K: 5.729e+12 cm^-2
Density if T=0 formula used: 3.634e+12 cm^-2
R_B from explicit mode sum: 60.010 ohm um
Sheet resistance: 2000 ohm per square
Mobility: 545 cm2/Vs
Scattering time: 61.9 fs
Path/flight length, angle-resolved: 1.5739
pi/2: 1.5708
Flight length for the example: 19.10 nm
Angular model, inferred R_B: 62.05 ohm um
Angular model, inferred path: 30.91 nm
Mesh shift 100 to 200 cells, R_B: -7.3e-03 ohm um
Mesh shift 100 to 200 cells, path: -9.9e-03 nm
Path ~ velocity, R at 20, 60 nm: 102.84, 184.38 ohm um
Path ~ velocity, inferred R_B: 62.06 ohm um
Path ~ velocity, inferred path: 30.44 nm
Assumed error of each resistance: 2 %
Resulting error of R_B: 3.50 ohm um
Resulting error of path: 3.18 nm
Sampled errors: 3.50 ohm um, 3.22 nm
Leftover series resistance: 10 ohm um
  inferred: 70.0 ohm um, 35.0 nm
Both lengths longer by: 2 nm
  inferred: 56.0 ohm um, 28.0 nm
Ballistic R change at 10 mV bias: 0.21 %
Ballistic R change at 50 mV bias: 5.58 %
R_B at 400 K, same density: 65.44 ohm um
Higher ladder: gap 100 meV, heavy mass 0.9 m
  its share of ballistic conductance: 14.4 %
tests ok
```
